# How a Small Central Hump Shapes the Transverse Levels of Interstitial Oxygen

**Q.** An oxygen atom bridges two silicon atoms and moves sideways in a nearly flat well with a small hump on the bond axis. You call its low excitations rotor-like. A rotor needs a ring to run on. If the hump is small, where is the ring?

**A.** Let us fix a model first. Hold the two silicon atoms still, let $m$ be the oxygen mass, and let $(\rho,\varphi)$ be the displacement perpendicular to the bond axis. Take

$$V(\rho)=V_0\left(\frac{\rho^2}{\rho_0^2}-1\right)^2 .$$

The hump has height $V_0$, and the circular valley at $\rho_0$ is the zero of energy. Three things are left out: the faster motion along the axis, the motion of the silicon atoms, and the dependence of $V$ on $\varphi$.

With $x=\rho/\rho_0$, $B=\hbar^2/(2m\rho_0^2)$ and $v=V_0/B$, the Hamiltonian divided by $B$ is $-\nabla_x^2+v(x^2-1)^2$. Put $\psi=x^{-1/2}u(x)e^{il\varphi}$. Since

$$\left(\frac{d^2}{dx^2}+\frac1x\frac{d}{dx}\right)x^{-1/2}u=x^{-1/2}\left(u''+\frac{u}{4x^2}\right),$$

the radial equation is

$$-u''+\left[\frac{l^2-\frac14}{x^2}+v(x^2-1)^2\right]u=\varepsilon u .$$

It contains $l^2$, so $l$ and $-l$ give a doublet when $l\neq0$. These are the labels of a plane rotor, and they follow from axial symmetry, whatever the hump.

**Q.** A plain harmonic oscillator has those labels too. What can be said about the energies?

**A.** Let $E(l)$ be the lowest level at angular momentum $l\ge0$, and $\Delta(l)=E(l)-E(l-1)$. If the dipole moment is linear in the displacement, it varies as $\rho e^{\pm i\varphi}$ and changes $l$ by $\pm1$, so the $\Delta(l)$ are line energies. A harmonic oscillator has equal gaps. A rigid rotor has $E(l)-E(0)=Bl^2$, hence $\Delta(l)=(2l-1)B$.

One limit comes from the variational principle. Treat $\lambda=l^2$ as continuous. The radial operator is $h_\lambda=h_0+\lambda/x^2$, linear in $\lambda$. Let $\lambda=\theta\lambda_1+(1-\theta)\lambda_2$ with $0<\theta<1$, and let $u_\lambda$ be the lowest state of $h_\lambda$. Then

$$E_\lambda=\theta\langle h_{\lambda_1}\rangle+(1-\theta)\langle h_{\lambda_2}\rangle>\theta E_{\lambda_1}+(1-\theta)E_{\lambda_2}.$$

The inequality is strict because $u_\lambda$ cannot be an eigenstate of both operators: their difference is a multiple of $1/x^2$, which is not constant. So the lowest level is strictly concave in $l^2$, and its chords become less steep:

$$\frac{E(l+1)-E(l)}{(l+1)^2-l^2}<\frac{E(l)-E(l-1)}{l^2-(l-1)^2}
\quad\Rightarrow\quad \frac{\Delta(l+1)}{\Delta(l)}<\frac{2l+1}{2l-1}.$$

The division is allowed because the centrifugal term is positive, so $\Delta(l)>0$. The rigid rotor is thus an upper limit to the ratio of successive gaps. It does not bound their difference: in this model $\Delta(2)-\Delta(1)$ is $2.39B$ at $v=50$, above the rotor value $2B$.

**Q.** That does not show that the gaps widen at all. They might shrink.

**A.** In some potentials they do. For a potential linear in $\rho$, with reduced Hamiltonian $-\nabla_x^2+x$, the first four gaps are 1.135, 0.945, 0.841 and 0.771. What matters here is that $V$ is convex as a function of $\rho^2$. Write $s=x^2$ and $W(s)=v(s-1)^2$; then $W''=2v>0$, whatever the height of the hump.

To use this, separate the behaviour near the axis. The lowest state has no node, so write $u=x^{p}\chi$ with $p=l+\frac12$ and $\chi>0$, and define $f=-\chi'/\chi$. Then $(\ln u)'=p/x-f$ and

$$\frac{u''}{u}=(\ln u)''+[(\ln u)']^2=\frac{p^2-p}{x^2}-f'-\frac{2pf}{x}+f^2 .$$

Because $p^2-p=l^2-\frac14$, the centrifugal term cancels from the radial equation, leaving $f'=f^2-2pf/x-W+\varepsilon$. Now set $f=xF(s)$, so that $f'=F+2sF'(s)$:

$$2sF'=sF^2-(2l+2)F-W(s)+\varepsilon. \tag{1}$$

At $s=0$ this gives $F(0)=(\varepsilon-v)/(2l+2)$. At large $x$, $u''\simeq vx^4u$, so $\ln u\simeq-\sqrt v\,x^3/3$ and $F\simeq\sqrt v\,x\to\infty$.

**Q.** $F$ starts at a finite value and ends at infinity. It could still oscillate in between.

**A.** Suppose it fell somewhere. It must rise again later, so there is a range of values $c$ that it crosses downwards and afterwards upwards. $F$ is analytic and not constant, so $F'$ vanishes at isolated points, and we can choose $c\ne F(0)$ in that range with $F'\neq0$ at every crossing. By (1), the sign of $F'$ at a crossing is the sign of

$$Q_c(s)=sc^2-(2l+2)c-W(s)+\varepsilon .$$

This is a linear function minus a convex one, hence concave, and a concave function is positive on a single interval at most. Also $Q_c(0)=(2l+2)[F(0)-c]$.

- If $c<F(0)$, then $Q_c$ is positive at $s=0$, negative at the downward crossing and positive at the upward one.
- If $c>F(0)$, $F$ must first cross $c$ upwards, then downwards, then upwards, so $Q_c$ is positive, negative, positive.

Both patterns are impossible. Therefore $F$ increases with $s$.

**Q.** How does a statement about one wave function tell me about gaps between three levels?

**A.** Compare the neighbours $l-1$ and $l+1$, with $l\ge1$. Denote them by $-$ and $+$, and let

$$D=(\ln u_+)'-(\ln u_-)',\quad \Sigma=(\ln u_+)'+(\ln u_-)',\quad \delta=\varepsilon_+-\varepsilon_- .$$

Subtracting the two radial equations, with $(l+1)^2-(l-1)^2=4l$, gives $D'+D\Sigma=4l/x^2-\delta$. Since $(u_-u_+)'=u_-u_+\Sigma$,

$$(u_-u_+D)'=u_-u_+\left(\frac{4l}{x^2}-\delta\right). \tag{2}$$

The quantity $u_-u_+D$ vanishes at both ends. Its derivative is first positive and then negative, so $D>0$.

From $u=x^{l\mp1+1/2}\chi_\mp$ we also have

$$D=\frac2x-G,\quad G=x(F_+-F_-),\quad \Sigma=\frac{2l+1}{x}-x(F_++F_-).$$

Thus $G<2/x$. Next, using $G'=-2/x^2-D'$ and (2),

$$G'+G\Sigma=-\frac{2}{x^2}-\frac{4l}{x^2}+\delta+D\Sigma+\frac{2\Sigma}{x}-D\Sigma
=\delta-2(F_++F_-),$$

where the terms in $1/x^2$ cancel against $2(2l+1)/x^2$ from $2\Sigma/x$. Therefore

$$(u_-u_+G)'=u_-u_+\left[\delta-2(F_++F_-)\right].$$

The bracket decreases, because both $F$ increase. The integral of the right side is zero, because $u_-u_+G$ vanishes at both ends. So the bracket is first positive and then negative, and $G>0$. Altogether $0<G<2/x$.

**Q.** And the level in the middle?

**A.** Use the geometric mean $w=\sqrt{u_-u_+}$ as a trial function at $l$. It behaves as $x^{l+1/2}$ near the axis, as it should. Its logarithmic derivative is $\Sigma/2$, so

$$\frac{w''}{w}=\frac{\Sigma'}2+\frac{\Sigma^2}4=\frac12\left(\frac{u_-''}{u_-}+\frac{u_+''}{u_+}\right)-\frac{D^2}{4},$$

because $\Sigma^2=2[(\ln u_-)']^2+2[(\ln u_+)']^2-D^2$. The mean of $(l-1)^2$ and $(l+1)^2$ is $l^2+1$. The radial equations then give

$$-\frac{w''}{w}+\frac{l^2-\frac14}{x^2}+W=\frac{\varepsilon_-+\varepsilon_+}{2}-\frac1{x^2}+\frac{D^2}4
=\frac{\varepsilon_-+\varepsilon_+}{2}-\frac G2\left(\frac2x-\frac G2\right).$$

The last product is positive, so the trial energy lies below the mean of the neighbours, and $E(l)$ lies no higher than the trial energy. Hence $2E(l)<E(l-1)+E(l+1)$, which is $\Delta(l+1)>\Delta(l)$. For this potential with any $V_0>0$,

$$1<\frac{\Delta(l+1)}{\Delta(l)}<\frac{2l+1}{2l-1},\qquad l\ge1. \tag{3}$$

For a harmonic oscillator $\chi$ is the same Gaussian for every $l$, so $G=0$ and the lower limit is reached. A numerical test of (3) for $v$ from 0.01 to 500 and $l$ up to 5 agrees.

So your doubt about the ring is justified. "Rotor-like" may mean doublets labelled by $l$ with widening gaps. For a small hump it does not mean energies proportional to $l^2$.

**Q.** What does "small" mean? Smaller than what?

**A.** There is a sharp criterion in the ground state. For $l=0$ the density per unit area is $\chi^2$, with $d\ln\chi^2/dx=-2xF$, and $F(0)=(\varepsilon-v)/2$. Since $F$ increases, there are two cases. If $E(0)\ge V_0$, the density falls steadily from the axis. If $E(0)<V_0$, it first rises, and its maximum is a ring.

The changeover occurs at a single $v$. Dividing the Hamiltonian by $v$ gives $-\nabla_x^2/v+(x^2-1)^2$, whose lowest eigenvalue $\varepsilon/v$ falls as $v$ grows, so it equals 1 once. Numerically this happens at $v=2.62$. Below that value the density per unit area is greatest on the bond axis, although the potential has a maximum there.

**Q.** Then give me numbers for such a case.

**A.** Take round model parameters: $m=16$ u, roughly the mass of oxygen, $\rho_0=0.25$ Å and $V_0=1$ meV. These are not fitted to a crystal. They give $B=2.090$ meV and $v=1/2.090=0.478$, well below 2.62. The ground level lies at $E(0)=2.93$ meV, almost three times the hump height.

| Line | This model (meV) | Rigid rotor at $\rho_0$ (meV) |
|---|---|---|
| $0\to1$ | 3.73 | 2.09 |
| $1\to2$ | 4.74 | 6.27 |
| $2\to3$ | 5.48 | 10.45 |
| $3\to4$ | 6.08 | 14.63 |

The first two lines are at 30.0 and 38.2 cm$^{-1}$. Their ratio is $4.735/3.725=1.27$, between the limits 1 and 3 but much closer to the oscillator. The next ratios are $5.479/4.735=1.16$, below $5/3$, and $6.081/5.479=1.11$, below $7/5$. Lines after the first start from excited levels and need these to be populated. The table lists only lines between lowest levels; from $l=\pm1$ a dipole-allowed line also goes to the radially excited $l=0$ level, at 6.17 meV (49.8 cm$^{-1}$).

The lowest radial excitation with $l=0$ is 9.90 meV above the ground level, while $l=2$ is at 8.46 meV. In a harmonic oscillator these two coincide. Here they are separated by 1.44 meV, so there is no wide separation between rotation and radial vibration either.

The trial function of the proof can be checked at $l=1$. The mean of $E(0)$ and $E(2)$ is 7.156 meV above the valley, the trial energy is 6.652 meV, and $E(1)$ is 6.651 meV.

**Q.** If there is no rigid ring, why is the first excitation only a few meV?

**A.** The spread of the transverse motion sets the scale. Apply the trial state $z\psi_0$ with $z=\rho e^{i\varphi}$, which has $l=1$. Since $\nabla^2z=0$,

$$(H-E(0))z\psi_0=[H,z]\psi_0=-\frac{\hbar^2}{m}\nabla z\cdot\nabla\psi_0 .$$

Multiply by $z^*\psi_0$, with $\psi_0$ real and normalized, use $\psi_0\nabla\psi_0=\frac12\nabla\psi_0^2$, and integrate by parts:

$$-\frac{\hbar^2}{2m}\int z^*\nabla z\cdot\nabla\psi_0^2\,d^2\rho
=\frac{\hbar^2}{2m}\int|\nabla z|^2\psi_0^2\,d^2\rho=\frac{\hbar^2}{m},$$

because $|\nabla z|^2=2$. The squared norm of the trial state is $\langle\rho^2\rangle_0$. For a lower bound, the derivative of $E$ with respect to $l^2$ is $(\hbar^2/2m)\langle\rho^{-2}\rangle$, and the chord of a concave function is steeper than the tangent at its right end. Hence

$$\frac{\hbar^2}{2m}\langle\rho^{-2}\rangle_1<\Delta(1)<\frac{\hbar^2}{m\langle\rho^2\rangle_0}.$$

The upper inequality is strict because $z\psi_0$ would be an eigenstate only for a Gaussian $\psi_0$, which this potential does not have.

In the example the root-mean-square radius of the ground state is 0.262 Å. The upper bound is $2B\rho_0^2/\langle\rho^2\rangle_0=2(2.090)(0.250/0.2623)^2=3.80$ meV, and the lower one is 2.15 meV. The actual gap, 3.73 meV, is close to the upper bound because $z\psi_0$ is nearly the true excited state: the first doublet carries 99.4% of the summed squared dipole matrix elements from the ground state. A heavy atom spread over a quarter of an ångström therefore has a low first excitation, ring or no ring.

**Q.** Does the hump do anything, then?

**A.** At fixed quartic stiffness it lowers the first gap. Apart from a constant, write $V=-A\rho^2+g\rho^4$ with $A=2V_0/\rho_0^2$ and $g=V_0/\rho_0^4$, so that $V_0=A^2/4g$. Keep $g$ fixed and vary $A$. First-order perturbation theory gives

$$\frac{d\Delta(1)}{dA}=-\left(\langle\rho^2\rangle_1-\langle\rho^2\rangle_0\right).$$

The argument of (2) applies to the pair $l=0,1$ with $4l$ replaced by 1, so $u_1/u_0$ increases with radius. The two normalized densities then cross once, the $l=1$ density lies further out, and the derivative is negative. Varying $A$ also moves the valley outwards, so this is the effect of the whole negative quadratic term, of which the hump is one part. Raising $V_0$ at fixed $\rho_0$ is a different change, because it also stiffens the outer wall: for $\rho_0=0.25$ Å the first gap is 3.73, 4.27, 4.88 and 3.50 meV at $V_0=1$, 2, 10 and 50 meV.

For small $A$, use the energy unit of the pure quartic well, $E_g=(\hbar^2/2m)^{2/3}g^{1/3}=Bv^{1/3}$. In the matching length unit the potential is $y^4-\eta y^2$. Its hump is $\eta^2/4$, so $\eta=2\sqrt{V_0/E_g}$. The computed gap and slope of the pure quartic well give, to first order in $\eta$,

$$\Delta(1)\simeq E_g\left(3.049-0.475\,\eta\right).$$

The lowering goes as the square root of the hump height, which is why a low hump is noticeable. In the example $E_g=2.090\times0.4785^{1/3}=1.635$ meV and $\eta=1.564$. The estimate is $1.635\,(3.049-0.743)=3.77$ meV, about 1% above the full value of 3.73 meV. Since $\eta$ is not small here, the expansion by itself does not guarantee such close agreement. Without the quadratic term the gap is 4.98 meV.

Even then the gaps widen, with $\Delta(2)/\Delta(1)=1.16$. At fixed $g$ the hump lowers the first gap and, in the cases computed, brings the ratio closer to 3, but it is not needed for the widening.

**Q.** When would the real rotor appear?

**A.** When $v\gg1$ and $l^2\ll v$. Put $x=1+y$. The potential becomes $v(4y^2+4y^3+y^4)$. Its quadratic part is $k^2y^2$ with $k=2\sqrt v$, so the ground state is close to $e^{-ky^2/2}$ and $\langle y^2\rangle=1/(2k)$. The mean force vanishes in a stationary state. To leading order $8v\langle y\rangle+12v\langle y^2\rangle=0$, so $\langle y\rangle=-3/(4k)$. Then

$$\langle x^{-2}\rangle\simeq1-2\langle y\rangle+3\langle y^2\rangle=1+\frac{3}{2k}+\frac{3}{2k}=1+\frac{3}{2\sqrt v}.$$

The centrifugal term also pushes the atom outwards. Its linear part is $-2l^2y$, and

$$k^2y^2-2l^2y=k^2\left(y-\frac{l^2}{k^2}\right)^2-\frac{l^4}{k^2}$$

lowers the energy by $l^4/(4v)$. Thus

$$E(l)-E(0)\simeq B\left[l^2\left(1+\frac{3}{2\sqrt v}\right)-\frac{l^4}{4v}\right],$$

with further $l^2$ terms of order $1/v$ omitted. The coefficients extracted from computed levels at $v=6400$ and $25600$ are 1.499 and $-0.249$, against $3/2$ and $-1/4$. The formula becomes accurate only slowly: it gives $\Delta(1)=1.067B$ against the computed $1.076B$ at $v=500$, but $1.207B$ against $1.357B$ at $v=50$.

This takes a high hump. $\Delta(2)/\Delta(1)$ is 1.58 at $v=5$, 2.76 at $v=50$ and 2.99 at $v=500$. With the present $B$, $v=50$ would mean a hump of about 105 meV.

**Q.** What would spoil this picture in the crystal?

**A.** The bond axis in silicon has threefold symmetry and the bond centre is an inversion centre. Together they allow a term in $\cos6\varphi$. It couples $e^{3i\varphi}$ to $e^{-3i\varphi}$ directly and splits the $l=\pm3$ doublet in first order, while the pairs $l=\pm1$ and $l=\pm2$ are not split in any order: the term changes $l$ only by multiples of 6, and the members of these pairs differ by 2 and 4. With this term present, only $l$ modulo 6 is an exact label. States of different $|l|$ are mixed strongly only if its matrix elements are comparable with the separation of the levels it couples. In the example the lowest levels with $l=2$ and $l=-4$ are 11.6 meV apart, more than twice the line energy $\Delta(2)$. Excited levels can be closer: the first radial excitation with $l=2$ lies only 2.5 meV above the lowest level with $l=-4$, so these two mix more easily. Strain that removes the threefold axis can add a $\cos2\varphi$ term, which splits $l=\pm1$ in the same way. Coupling to the axial motion and to the silicon atoms changes the effective mass and potential. If the effective potential is no longer convex in $\rho^2$, the proof that the gaps widen no longer applies.

## Table of computed values

```
mass m = 16.0 u
valley radius rho0 = 0.250 angstrom
hump height V0 = 1.000 meV
rotor constant B = 2.0901 meV
ratio v = V0/B = 0.4785
ground level E(0) above valley = 2.9260 meV
E(1) - E(0) = 3.7251 meV
E(2) - E(0) = 8.4605 meV
E(3) - E(0) = 13.9395 meV
E(4) - E(0) = 20.0202 meV
lowest radial excitation, l=0 = 9.8975 meV
line 0->1: 3.7251 meV; rigid rotor 2.0901 meV
line 1->2: 4.7354 meV; rigid rotor 6.2702 meV
line 2->3: 5.4790 meV; rigid rotor 10.4504 meV
line 3->4: 6.0808 meV; rigid rotor 14.6306 meV
first line = 30.04 cm^-1
second line = 38.19 cm^-1
rms radius, l=0 = 0.2623 angstrom
rms radius, l=1 = 0.3304 angstrom
lower bound on first gap = 2.1463 meV
upper bound on first gap = 3.7980 meV
dipole share of first doublet = 0.99411
first gap, same quartic, no hump = 4.9849 meV
E(1) above valley = 6.6511 meV
trial energy at l=1 = 6.6520 meV
mean of E(0) and E(2) = 7.1563 meV
critical V0/B for on-axis peak = 2.6214
pure quartic: reduced first gap = 3.04940
pure quartic: slope coefficient = 0.47499
gap ratios gap2/gap1, gap3/gap1 (oscillator 1, 1; rotor 3, 5):
  no hump: 1.1589, 1.2839
  V0/B = 0.478: 1.2712, 1.4708
  V0/B = 5.000: 1.5763, 1.9738
  V0/B = 50.000: 2.7605, 4.2256
  V0/B = 500.000: 2.9916, 4.9589
high hump: l^2/sqrt(v) coefficient = 1.4991
high hump: l^4/v coefficient = -0.2489
linear potential, reduced gaps = 1.1348, 0.9454, 0.8407, 0.7709
```
